Why a Hydrophilic Patch beneath a Drop Leaves Its Angle Unchanged

A water drop of 1 µL rests on silicon whose own contact angle is 75°. Beneath the drop lies a disc of oxide with a contact angle of 20°, filling 46% of the base. Averaging the two materials over the base predicts an angle of 55°. Minimizing the energy gives 75.00°, the same as with no oxide at all. Yet the oxide is not inert: it lowers the drop's energy by 55 nJ and raises the work needed to lift the whole drop off and leave the solid dry, gravity aside, from 112 to 168 nJ. Why does so strong an attraction leave the angle alone?

The belief and its appeal

Let θ_o and θ_p be the contact angles, measured through the liquid, on uniform surfaces of the surrounding material and of the patch. If the patch fills a fraction f of the base, the area-averaged Cassie angle θ_C is given by

cosθ_C = f cosθ_p + (1 − f) cosθ_o.

The patch radius is a = 0.600 mm and the base radius, derived below, is R = 0.8852 mm. Hence

f = a²/R² = 0.3600/0.7835 = 0.4595 (R² from the unrounded radius),

cosθ_C = 0.4595 × 0.9397 + 0.5405 × 0.2588 = 0.5717,

which gives θ_C = 55.1°.

The rule tempts because its average has a real meaning. Let γ be the liquid-vapour tension, and γ_sl and γ_sv the solid-liquid and solid-vapour energies per unit area. Young's relation for each material is

γ cosθ_Y = γ_sv − γ_sl.

Covering a dry area dA with liquid therefore changes the solid's energy by (γ_sl − γ_sv) dA = −γ cosθ_Y dA. With A the area of the free liquid surface, the energy relative to the dry solid is

F = γ [A − ∫_base cosθ_Y dA].

The integral is the base area times the area-averaged cosine. The average thus gives the correct energy. The mistake comes in passing from energy to angle.

What the hidden patch can and cannot do

Assume a rigid, flat, level solid that is dry outside the drop, constant γ, fixed volume, and no line tension or hysteresis. Compare the patched surface with a uniform one of angle θ_o. For every drop shape that covers the whole patch,

F_patched = F_uniform − γ (cosθ_p − cosθ_o) πa².

The last term does not depend on the drop's shape. It is a constant, and a constant exerts no force. While the patch stays covered, both surfaces have the same equilibria and the same stability against small changes. Gravity does not alter this, because it adds the same energy to a given shape on either surface. Nor does the sign of cosθ_p − cosθ_o matter: a hidden water-repellent patch would leave the local equilibrium angle alone too.

It remains to show that the uniform surface gives θ_o. Without gravity, the pressure inside the drop is uniform, so the free surface has constant mean curvature. Take a drop that is symmetric about a vertical axis, with a circular base: its free surface is then a spherical cap. Let its height be h and its sphere radius s. Pythagoras gives R² + (s − h)² = s², so s = (R² + h²)/(2h). The contact angle then follows from

cosθ = (s − h)/s = (R² − h²)/(R² + h²),

which is equivalent to tan(θ/2) = h/R. The free area and the volume are

A = π(R² + h²),

V = πh(3R² + h²)/6.

Now move the contact line while keeping V fixed. Differentiating V gives

0 = (π/6)[6Rh dR + 3(R² + h²) dh],

so that

dh/dR = −2Rh/(R² + h²).

The cap becomes flatter as it spreads. Its free area changes at the rate

dA/dR = 2πR + 2πh dh/dR
= 2πR [1 − 2h²/(R² + h²)]
= 2πR (R² − h²)/(R² + h²)
= 2πR cosθ.

The newly covered solid is a ring of area 2πR dR, made of the material found at radius R. Therefore

dF/dR = 2πγR [cosθ(R) − cosθ_Y(R)].

Here θ(R) is the angle that geometry gives a cap of the fixed volume, and θ_Y(R) belongs to the solid under the line. Material deeper inside the base does not appear.

For R > a the force vanishes when θ = θ_o. As R increases, h/R decreases, so θ decreases and cosθ increases. The derivative thus passes from negative to positive, and the state is a minimum. No second minimum exists inside the patch: if R < a < R_o, where R_o is the radius at angle θ_o, then θ(R) > θ_o > θ_p, the bracket is negative, and the drop spreads.

Uneven movements of the line obey the same local law. If a piece of the line moves outward by δ, the free surface gains an area δ cosθ per unit length, since cosθ is the component of that displacement along the surface. Displacements perpendicular to the free surface cost no first-order energy at fixed volume, because the surface is already in pressure equilibrium. The solid contributes −γ cosθ_Y δ. The two terms balance all round the line when θ = θ_o.

The numbers

Putting h = R tan(θ/2) into the volume formula gives

V = (π/6) R³ t(3 + t²), with t = tan(θ/2).

For 75°, t = 0.7673 and V = 1.442 R³. With V = 1 mm³, R = 0.885 mm and h = 0.679 mm. The line lies 0.285 mm outside the patch.

One might try to rescue the average by letting the drop spread, which reduces f, until Cassie's rule agrees with itself. That happens at 59.7° and R = 0.9996 mm. But this state is not in equilibrium. With γ = 72 mN/m, the force per unit length of line is

γ(cos 59.73° − cos 75°) = 72 × (0.5041 − 0.2588) = 17.7 mN/m,

directed inward because dF/dR is positive. The line retreats to 0.885 mm.

The energy lowering is also direct arithmetic:

γ(cosθ_p − cosθ_o)πa² = 72 × 0.6809 × 1.131 = 55.4 nJ,

with lengths in mm. This is the increase in lift-off work, taken here as the energy of a free spherical drop above dry solid minus that of the resting drop, without gravity. The patch affects adhesion because lifting the drop uncovers it. A small movement of the line does not. The full increase applies only if the oxide is left dry. If the drop splits and liquid stays on the oxide, less work is needed: 161 nJ with 0.06 µL left behind, and 144 nJ with 0.31 µL left behind. In the second case the residue still just covers the patch, and the work is the same as for that split on plain silicon.

Where the averaging argument loses a term

Let C(R) be the average of cosθ_Y over a circular base of radius R. Then

F = γ[A − πR²C(R)].

Setting the derivative to zero gives

2πR cosθ − 2πR C − πR² C′ = 0,

cosθ = C + (R/2) C′.

Cassie's rule keeps C and drops C′. For the hidden patch,

C = cosθ_o + (cosθ_p − cosθ_o)a²/R²,

(R/2)C′ = −(cosθ_p − cosθ_o)a²/R².

The patch terms cancel. In numbers, 0.5717 − 0.3129 = 0.2588, the cosine of 75°. As the drop spreads, the fixed patch becomes a smaller share of the base. The averaging argument treats that share as constant, as if each new ring of solid contained 46% oxide. In fact it contains none.

The missing term also matters without a sharp edge. Take a surface with cosθ_Y = 0.2 + 0.6 exp[−(r/0.7 mm)²], where r is the distance from the centre. Energy minimization for a 1 µL cap gives cosθ = 0.3116, while the area average is 0.4904. The derivative term is −0.1788, which accounts for the difference.

When the average works

Replace the single patch by concentric rings 2 µm apart, with the same hydrophilic fraction, 0.4595. A movement across several rings now covers both materials in nearly the same proportion as the whole base. The lowest-energy cap has an angle of 55.0°, close to the Cassie value of 55.1°.

This agreement concerns the lowest-energy state, not every state in which a drop may rest. On the scale of one ring, C′ is not small. At the outer edge of a hydrophilic ring, the force is outward just inside the edge and inward just outside it, provided θ_p < θ < θ_o. The line can stop there. The calculation finds 323 energy minima among concentric caps, with angles from 20° to 75°: 321 at ring edges, and two where the line rests within a ring at that ring's own Young angle. The exact count depends slightly on where the rings are placed. Which one a drop occupies depends on how it arrived. Cassie's average over the base is therefore a good guide when the pattern is fine and even near the line, with the same proportions there as over the whole base, and the drop can reach its lowest energy. With other patterns it may still agree by coincidence, if C′ happens to vanish at the line.

When the patch becomes visible

Let the 1 µL drop dry slowly, still without hysteresis. It shrinks at 75° until its line reaches the patch edge, at

V = 1.442 × 0.600³ = 0.311 µL.

The line then stays at the edge, by the same balance of forces as on a ring. The base radius remains 0.600 mm while the angle falls: it is 56.5° at 0.20 µL and 32.0° at 0.10 µL. At 0.060 µL the angle reaches 20°, and the line moves inward over the oxide.

Enlarging the patch at fixed volume has a similar effect. With a = 0.8 mm the patch is still hidden, and the angle remains 75° although the average predicts 35°. With a = 1.0 mm the line rests on the patch edge at 59.7°. The base is then entirely oxide, yet the angle is not 20°, because volume and edge radius fix the shape.

The drop can also shift sideways. Its energy does not change until the line meets the patch edge, after 0.285 mm. At a shift of 0.4 mm, a cap with a circular base has an energy 3.0 nJ higher. A drop free to distort its base could lower that cost, so this is an upper estimate for the model.

A real wafer

Water on hydrogen-terminated silicon with a patch of oxide is a real wet-processing situation. The angles of 75° and 20° are rough typical values, and both depend on cleanliness and surface preparation. The assumption most seriously broken is the absence of hysteresis. If the silicon holds a line anywhere between 65° and 80°, an assumed window, the measured angle may lie 10° below or 5° above the ideal value, and R may range from 0.96 to 0.85 mm. Both Cassie predictions, 55° and 60°, still lie outside the window. A wider window, or a patch of radius 0.2 mm for which the average predicts 73°, would not separate the two ideas so clearly.

The other corrections are smaller. Gravity widens the base to 0.890 mm and lowers the height to 0.672 mm, but a calculation with a free axisymmetric profile still gives 75.00° at the line. Inferring the angle from height and radius as if the drop were a cap would give 74.1°. Evaporation at 298 K and 50% humidity removes about 0.16% of the volume per second, an estimate that uses the flux from a hemisphere; a 75° cap loses about 11% less, 0.14% per second. This is slow beside the drop's capillary response time of about 3 ms, and also beside the fraction of a second in which viscosity damps its oscillations; if hysteresis holds the line still, this loss gradually lowers the angle. A line tension of 10 pN would shift the angle by about 10⁻⁵ degrees.

For a clean, level surface with weak hysteresis, the practical distinction is between two tasks. A patch hidden beneath the drop can raise the work of removing the drop completely, though it offers no resistance to movement until the line reaches it. To change its angle, the patterned material must lie where the contact line rests or moves. The numerical output below gives the remaining values.

Computed values

```
INPUTS (rough typical material values)
Drop volume 1.00 uL; patch radius 0.60 mm
Young angles: silicon 75.0 deg, oxide 20.0 deg
Young cosines: silicon 0.2588, oxide 0.9397
Surface tension 72.0 mN/m; density 1000 kg/m^3
MAIN RESULT
Base radius 0.8852 mm; height 0.6792 mm
Patch share of base area 0.4595
Angle from energy search 75.00 deg
Cassie angle at the true base 55.13 deg
Cassie angle, self-consistent 59.73 deg
Self-consistent Cassie radius 0.9996 mm
Energy lowering by patch 55.44 nJ
Lift-off work: plain 112.48 nJ, patched 167.93 nJ
PATCH SIZE AT FIXED VOLUME
a 0.2 mm: R 0.8852 mm, angle 75.00 deg, Cassie 72.93 deg
a 0.4 mm: R 0.8852 mm, angle 75.00 deg, Cassie 66.56 deg
a 0.6 mm: R 0.8852 mm, angle 75.00 deg, Cassie 55.13 deg
a 0.8 mm: R 0.8852 mm, angle 75.00 deg, Cassie 35.42 deg
a 1.0 mm: R 1.0000 mm, angle 59.68 deg, Cassie 20.00 deg
DRYING WITHOUT HYSTERESIS
Line reaches patch edge at 0.3114 uL, leaves at 0.0604 uL
V 1.00 uL: R 0.8852 mm, angle 75.00 deg
V 0.50 uL: R 0.7026 mm, angle 75.00 deg
V 0.20 uL: R 0.6000 mm, angle 56.53 deg
V 0.10 uL: R 0.6000 mm, angle 32.01 deg
V 0.03 uL: R 0.4751 mm, angle 20.00 deg
GRADED SURFACE: cosine = 0.2 + 0.6 exp[-(r/0.7 mm)^2]
R 0.9077 mm: drop cosine 0.3116, area average 0.4904
Derivative term (R/2)C' -0.1788
FINE RINGS WITH THE SAME HYDROPHILIC FRACTION
Ring period 2.0 um; lowest-energy angle 55.01 deg
Metastable angles 20.00 to 75.00 deg
Number of metastable states 323
SIDEWAYS SHIFT
Free shift before line meets patch 0.2852 mm
Circular-base energy rise at 0.4 mm shift 2.994 nJ
FREE SHAPE AND NEGLECTED EFFECTS
No gravity: R 0.8852 mm, height 0.6792 mm, angle 75.00 deg
Gravity: R 0.8895 mm, height 0.6719 mm, angle 75.00 deg
Bond number rho g R^2/gamma 0.1067
With gravity, angle inferred from height as if a cap 74.13 deg
Assumed hysteresis 65 to 80 deg: R 0.9584 to 0.8502 mm
Evaporation at 298 K, 50% humidity: about 0.16 % per s
Capillary response time about 3.1 ms
Line tension 10 pN: angle shift about 9.3e-06 deg
Line-to-patch gap / 100 nm surface-force range 2852
Oxide step 2 nm: displaced volume / drop volume 2.3e-06
```
